# Hyperfine mixing and g factors in the N = 1 level of CaF: verification in Python

```python
"""
Hyperfine levels and g factors of a 2Sigma molecule (S = I = 1/2) in N = 1.
H = gamma N.S + b I.S + c (I.n)(S.n), n = unit vector along the axis.
Result under test, with h = (b + c/2 - gamma/2)/2, R = sqrt(h^2 + gamma^2/2):
  E(F=2) = gamma/2 + b/4 + c/20,   E(F=0) = -gamma + b/4 - c/4,
  E(F=1, upper/lower) = -(b + gamma)/4 +- R,
  g(F=2) = gS/4,  g(F=1, upper/lower) = gS [1/8 +- (h/8 + gamma/4)/R].
The independent side uses the uncoupled basis |N M>|mS>|mI>, numerical
angular integrals of n_i n_j, and eigenvalues in a small magnetic field.
Energies are in MHz, magnetic fields in gauss.
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.special import lpmv

g_spin = -physical_constants["electron g factor"][0]
mu_bohr = physical_constants["Bohr magneton in Hz/T"][0] * 1e-10  # MHz/G
moment_ratio = (physical_constants["nuclear magneton"][0]
                / physical_constants["Bohr magneton"][0])


def harmonic(n_rot, m_rot, x, phi):
    m = abs(m_rot)
    norm = sqrt((2*n_rot + 1)/(4*pi)*factorial(n_rot - m)/factorial(n_rot + m))
    y = norm * lpmv(m, n_rot, x) * np.exp(1j*m*phi)
    return (-1)**m * np.conj(y) if m_rot < 0 else y


def build_operators(rotational_levels):
    states = [(n, m) for n in rotational_levels for m in range(n, -n - 1, -1)]
    size = len(states)
    raising = np.zeros((size, size), complex)
    for j, (n, m) in enumerate(states):
        if m < n:
            raising[states.index((n, m + 1)), j] = sqrt(n*(n + 1) - m*(m + 1))
    lowering = raising.conj().T
    rot = [(raising + lowering)/2, (raising - lowering)/(2j),
           np.diag([float(m) for _, m in states]).astype(complex)]
    nodes, weights = np.polynomial.legendre.leggauss(10)
    angles = np.arange(20)*2*pi/20
    x, phi = [a.ravel() for a in np.meshgrid(nodes, angles, indexing="ij")]
    w = np.repeat(weights, 20)*2*pi/20
    y = np.array([harmonic(n, m, x, phi) for n, m in states])
    assert np.allclose((y.conj()*w) @ y.T, np.eye(size), atol=1e-12)
    s = np.sqrt(1 - x**2)
    axis = [s*np.cos(phi), s*np.sin(phi), x]
    pauli = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    one2, one_rot = np.eye(2), np.eye(size)

    def triple(a, b, c):
        return np.kron(a, np.kron(b, c))

    N = [triple(a, one2, one2) for a in rot]
    S = [triple(one_rot, p/2, one2) for p in pauli]
    I = [triple(one_rot, one2, p/2) for p in pauli]
    dipolar = sum(triple((y.conj()*w*axis[i]*axis[j]) @ y.T,
                         pauli[j]/2, pauli[i]/2)
                  for i in range(3) for j in range(3))
    F = [N[i] + S[i] + I[i] for i in range(3)]
    return {"NS": sum(N[i] @ S[i] for i in range(3)),
            "IS": sum(I[i] @ S[i] for i in range(3)),
            "dip": dipolar, "Sz": S[2], "N2": sum(a @ a for a in N),
            "F2": sum(a @ a for a in F), "Fz": np.real(np.diag(F[2]))}


op = build_operators([1])


def hamiltonian(b, c, gamma, operators=op):
    return gamma*operators["NS"] + b*operators["IS"] + c*operators["dip"]


def block(matrix, m_total):
    keep = np.where(np.abs(op["Fz"] - m_total) < 1e-9)[0]
    return matrix[np.ix_(keep, keep)]


def field_levels(h0, m_total, field):
    zeeman = g_spin*mu_bohr*field*op["Sz"]
    return np.linalg.eigvalsh(block(h0 + zeeman, m_total))


def numerical_g(h0, m_total, step=0.01):
    """Linear Zeeman slope divided by the Bohr magneton, per level."""
    return (field_levels(h0, m_total, step)
            - field_levels(h0, m_total, -step))/(2*step*mu_bohr)


def formula(b, c, gamma):
    h = (b + c/2 - gamma/2)/2
    R = sqrt(h*h + gamma*gamma/2)
    delta = (1.5*gamma - b/3 - c/6)/2
    mean = -(b + gamma)/4
    turn = (h/8 + gamma/4)/R
    energy = {"1-": mean - R, "0": -gamma + b/4 - c/4,
              "1+": mean + R, "2": gamma/2 + b/4 + c/20}
    g = {"1-": g_spin*(1/8 - turn), "1+": g_spin*(1/8 + turn),
         "2": g_spin/4}
    weight = {"1-": (1 - delta/R)/2, "0": 0.0,
              "1+": (1 + delta/R)/2, "2": 1.0}
    return energy, g, weight, h, R, delta


degeneracy = {"1-": 3, "0": 1, "1+": 3, "2": 5}
f_value = {"1-": 1, "0": 0, "1+": 1, "2": 2}
projector_j32 = (op["NS"] + np.eye(12))/1.5

# Energies, F labels, J weights and g factors for several parameter sets
for parameters in [(109, 40, 40), (109, 40, 129), (70, -30, 55), (20, 5, 300)]:
    energy, g, weight, *_ = formula(*parameters)
    h0 = hamiltonian(*parameters)
    values, vectors = np.linalg.eigh(h0)
    start = 0
    for name in sorted(energy, key=energy.get):
        stop = start + degeneracy[name]
        v = vectors[:, start:stop]
        assert np.allclose(values[start:stop], energy[name], atol=1e-8)
        f2 = np.real(np.trace(v.conj().T @ op["F2"] @ v))/(stop - start)
        w32 = np.real(np.trace(v.conj().T @ projector_j32 @ v))/(stop - start)
        assert abs(f2 - f_value[name]*(f_value[name] + 1)) < 1e-8
        assert abs(w32 - weight[name]) < 1e-8
        start = stop
    order = sorted(["1-", "1+", "2"], key=energy.get)
    assert np.allclose(numerical_g(h0, 1), [g[k] for k in order], atol=1e-5)
    assert np.allclose(numerical_g(h0, 2)/2, g["2"], atol=1e-6)
    assert np.allclose(numerical_g(h0, 0), 0, atol=1e-6)

b, c, gamma = 109.0, 40.0, 40.0
energy, g, weight, h, R, delta = formula(b, c, gamma)
H = hamiltonian(b, c, gamma)


# Matrices of the two F = 1, M_F = 1 states in each coupling scheme
def coupled_matrices(label_operator):
    label = block(10*op["F2"] + label_operator, 1)
    v = np.linalg.eigh(label)[1][:, :2]
    return (v.conj().T @ block(H, 1) @ v, v.conj().T @ block(op["Sz"], 1) @ v)


G_matrix = np.array([[-0.75*b - c/4, gamma/sqrt(2)],
                     [gamma/sqrt(2), -gamma/2 + b/4 + c/4]])
G_spin = np.array([[0, 1/(2*sqrt(2))], [1/(2*sqrt(2)), 0.25]])
J_off = -sqrt(2)/3*(b + c/2)
J_matrix = np.array([[-gamma - b/12 + c/12, J_off],
                     [J_off, gamma/2 - 5*b/12 - c/12]])
J_spin = np.array([[-1/6, -sqrt(2)/6], [-sqrt(2)/6, 5/12]])
for label_operator, h_formula, s_formula in [(op["IS"], G_matrix, G_spin),
                                             (op["NS"], J_matrix, J_spin)]:
    h_num, s_num = coupled_matrices(label_operator)
    assert np.allclose(np.diag(h_num), np.diag(h_formula), atol=1e-8)
    assert np.allclose(np.diag(s_num), np.diag(s_formula), atol=1e-8)
    assert abs(abs(h_num[0, 1]) - abs(h_formula[0, 1])) < 1e-8
    assert abs(abs(s_num[0, 1]) - abs(s_formula[0, 1])) < 1e-8
    # This product does not depend on the arbitrary phases of the states
    assert abs(h_num[0, 1]*s_num[1, 0]
               - h_formula[0, 1]*s_formula[1, 0]) < 1e-8

# Pure-J limit and extrema of the g factors as gamma is varied
pure = {"1-": g_spin*J_spin[0, 0], "1+": g_spin*J_spin[1, 1]}
g_limit = numerical_g(hamiltonian(b, c, 1e6), 1)
assert np.allclose(g_limit[:2], [pure["1-"], pure["1+"]], atol=1e-3)
gamma_turn = b + c/2
scan = np.linspace(20, 400, 381)
g_scan = np.array([numerical_g(hamiltonian(b, c, x), 1)[:2] for x in scan])
assert abs(scan[np.argmin(g_scan[:, 0])] - gamma_turn) <= 1
assert abs(scan[np.argmax(g_scan[:, 1])] - gamma_turn) <= 1
g_turn = numerical_g(hamiltonian(b, c, gamma_turn), 1)
assert np.allclose(g_turn[:2], [-g_spin/4, g_spin/2], atol=1e-5)
assert gamma < gamma_turn

# Weighted mean of pure-J g factors, without the interference term
naive = {k: weight[k]*pure["1+"] + (1 - weight[k])*pure["1-"]
         for k in ("1-", "1+")}
assert naive["1-"] > 0 > numerical_g(H, 1)[0]

# Effect of N = 3, with a round rotational constant
B_rot = 10000.0
wide = build_operators([1, 3])
H_wide = hamiltonian(b, c, gamma, wide) + B_rot*(wide["N2"] - 2*np.eye(40))
shift_N3 = np.max(np.abs(np.linalg.eigvalsh(H_wide)[:12]
                         - np.linalg.eigvalsh(H)))
assert shift_N3 < 0.05

# Even part of the Zeeman shift at 1 G
quadratic = max(np.max(np.abs(field_levels(H, m, 1.0) + field_levels(H, m, -1.0)
                             - 2*field_levels(H, m, 0.0)))/2
                for m in range(0, 3))

names = {"1-": "F=1 lower", "0": "F=0", "1+": "F=1 upper", "2": "F=2"}
print(f"b, c, gamma = {b:.0f}, {c:.0f}, {gamma:.0f} MHz")
print(f"g_S = {g_spin:.5f}")
print(f"mu_B/h = {mu_bohr:.5f} MHz/G")
print(f"nuclear magneton / Bohr magneton = {moment_ratio:.6f}")
print(f"G basis, H(G=0) = {G_matrix[0, 0]:.3f} MHz")
print(f"G basis, H(G=1) = {G_matrix[1, 1]:.3f} MHz")
print(f"G basis, coupling = {G_matrix[0, 1]:.3f} MHz")
print(f"h = {h:.3f} MHz")
print(f"R = {R:.3f} MHz")
print(f"J basis, H(J=1/2) = {J_matrix[0, 0]:.3f} MHz")
print(f"J basis, H(J=3/2) = {J_matrix[1, 1]:.3f} MHz")
print(f"J basis, coupling = {J_matrix[0, 1]:.3f} MHz")
print(f"J basis, diagonal gap = {2*delta:.3f} MHz")
print(f"delta = {delta:.3f} MHz")
print(f"|coupling| / diagonal gap = {abs(J_off)/(2*delta):.2f}")
ordered = sorted(energy, key=energy.get)
for name in ordered:
    print(f"E({names[name]}) = {energy[name]:.2f} MHz")
for low, high in zip(ordered[:-1], ordered[1:]):
    print(f"interval {names[low]} to {names[high]} = "
          f"{energy[high] - energy[low]:.2f} MHz")
for name in ordered:
    print(f"J=3/2 weight, {names[name]} = {weight[name]:.3f}")
    print(f"J=1/2 weight, {names[name]} = {1 - weight[name]:.3f}")
for name in ("1-", "1+", "2"):
    print(f"g_F({names[name]}) = {g[name]:.3f}")
    print(f"Zeeman slope per M_F, {names[name]} = {g[name]*mu_bohr:.3f} MHz/G")
print(f"F=0 linear slope = {abs(numerical_g(H, 0)[1])*mu_bohr:.3f} MHz/G")
print(f"g_F sum of the two F=1 levels = {g['1-'] + g['1+']:.3f}")
for name in ("1-", "1+"):
    print(f"pure-J g_F, {names[name]} = {pure[name]:.3f}")
    print(f"weighted mean without cross term, {names[name]} = {naive[name]:.3f}")
print(f"gamma at the g_F extrema = {gamma_turn:.0f} MHz")
print(f"extreme g_F, F=1 lower = {g_turn[0]:.3f}")
print(f"extreme g_F, F=1 upper = {g_turn[1]:.3f}")
print(f"largest quadratic Zeeman shift at 1 G = {quadratic:.3f} MHz")
print(f"round B used for the N=3 check = {B_rot:.0f} MHz")
print(f"largest level shift from N=3 = {shift_N3:.4f} MHz")
print("checks complete")
```

Output:

```
b, c, gamma = 109, 40, 40 MHz
g_S = 2.00232
mu_B/h = 1.39962 MHz/G
nuclear magneton / Bohr magneton = 0.000545
G basis, H(G=0) = -91.750 MHz
G basis, H(G=1) = 17.250 MHz
G basis, coupling = 28.284 MHz
h = 54.500 MHz
R = 61.402 MHz
J basis, H(J=1/2) = -45.750 MHz
J basis, H(J=3/2) = -28.750 MHz
J basis, coupling = -60.811 MHz
J basis, diagonal gap = 17.000 MHz
delta = 8.500 MHz
|coupling| / diagonal gap = 3.58
E(F=1 lower) = -98.65 MHz
E(F=0) = -22.75 MHz
E(F=1 upper) = 24.15 MHz
E(F=2) = 49.25 MHz
interval F=1 lower to F=0 = 75.90 MHz
interval F=0 to F=1 upper = 46.90 MHz
interval F=1 upper to F=2 = 25.10 MHz
J=3/2 weight, F=1 lower = 0.431
J=1/2 weight, F=1 lower = 0.569
J=3/2 weight, F=0 = 0.000
J=1/2 weight, F=0 = 1.000
J=3/2 weight, F=1 upper = 0.569
J=1/2 weight, F=1 upper = 0.431
J=3/2 weight, F=2 = 1.000
J=1/2 weight, F=2 = 0.000
g_F(F=1 lower) = -0.298
Zeeman slope per M_F, F=1 lower = -0.417 MHz/G
g_F(F=1 upper) = 0.799
Zeeman slope per M_F, F=1 upper = 1.118 MHz/G
g_F(F=2) = 0.501
Zeeman slope per M_F, F=2 = 0.701 MHz/G
F=0 linear slope = 0.000 MHz/G
g_F sum of the two F=1 levels = 0.501
pure-J g_F, F=1 lower = -0.334
weighted mean without cross term, F=1 lower = 0.169
pure-J g_F, F=1 upper = 0.834
weighted mean without cross term, F=1 upper = 0.331
gamma at the g_F extrema = 129 MHz
extreme g_F, F=1 lower = -0.501
extreme g_F, F=1 upper = 1.001
largest quadratic Zeeman shift at 1 G = 0.033 MHz
round B used for the N=3 check = 10000 MHz
largest level shift from N=3 = 0.0010 MHz
checks complete
```
